# Testing second-order recombination with spinning-wall desorption signals

## Problem

A cylinder set in the wall of an oxygen plasma reactor spins, so that each patch of its surface passes from the plasma to a separately pumped detector. The patch spends a quarter turn in the plasma and faces the detector half a turn after leaving it. The delay \(t\) is therefore half the rotation period: 3 ms at 10000 rpm, 20 ms at 1500 rpm. The detector counts O\(_2\) molecules released by the surface.

The table gives the signal \(S\) after subtraction of a separately counted background of about 50 counts/s, with its standard error. Signal and background were each counted for 10 s. In run B, extra ion bombardment inside the plasma knocks atoms off the wall, so that the surface leaves the plasma with fewer atoms; all else is as in run A. The signals are synthetic, made from a surface model with counting noise. The model is disclosed in part 5 of the solution.

| \(t\) (ms) | \(S_A\) (counts/s) | \(S_B\) (counts/s) |
|---|---|---|
| 3 | 3681.4 ± 19.4 | 1454.1 ± 12.5 |
| 4 | 2920.4 ± 17.4 | 1254.1 ± 11.6 |
| 6 | 1993.0 ± 14.5 | 968.1 ± 10.3 |
| 8 | 1428.8 ± 12.4 | 761.0 ± 9.3 |
| 12 | 848.9 ± 9.7 | 516.5 ± 7.9 |
| 16 | 550.9 ± 8.1 | 368.3 ± 6.8 |
| 20 | 388.3 ± 7.0 | 268.1 ± 6.1 |

The calibration is \(S=gR\), where \(R\) is the number of molecules released per cm² and second, and \(g=1.0\times10^{-12}\) cm².

1. Show that if adsorbed atoms recombine in pairs, \(S^{-1/2}\) grows linearly with \(t\). State what must stay fixed from one delay to the next.
2. Test this on run A, and test a single first-order decay on the same data.
3. Does a straight plot prove second-order kinetics? Use run B to decide.
4. Find the rate constant and the atom density at the plasma exit.
5. Which experimental effects could bend or tilt the plot?

## Hints

1. Each molecule removes two atoms. Integrate the equation for the atom density \(N\) by following \(1/N\).
2. The error of \(S^{-1/2}\) is not the error of \(S\). Propagate it, then weight the fit.
3. Consider pairs of atoms that already sit side by side and release their molecule at a fixed rate \(\lambda\), with \(\lambda\) differing from pair to pair. Average over an exponential distribution of \(\lambda\), and ask how slope and intercept change with the starting density.
4. Slope and intercept are two numbers; with \(g\) known, so are the two unknowns.
5. Changing the delay through the spin speed also changes the exposure time.

## Solution

### 1. The straight line

Let \(N\) be the density of adsorbed atoms. In the mean-field picture, where atoms are well mixed, the rate of pair encounters is proportional to \(N^2\). Define \(k\) by the molecular flux, \(R=kN^2\), and let each molecule leave as soon as it forms. Two atoms are lost per molecule, so outside the plasma

\[
\frac{dN}{dt}=-2kN^2 .
\]

Since \(d(1/N)/dt=-N^{-2}\,dN/dt=2k\), integration from the exit density \(N_0\) gives

\[
\frac1N=\frac1{N_0}+2kt .
\]

The signal is \(S=gkN^2\), so \(S^{-1/2}=(gk)^{-1/2}/N\), and

\[
S^{-1/2}=c+mt,\qquad c=\frac{1}{N_0\sqrt{gk}},\qquad m=\frac{2k}{\sqrt{gk}}=2\sqrt{\frac kg}.
\]

Each delay is a separate steady measurement at its own spin speed. The points lie on one line if \(N_0\), \(k\) and \(g\) are the same at every speed.

The time scale is \(1/(2kN_0)\). For much shorter delays \(S\to gkN_0^2\), and the plot shows its intercept. For much longer ones \(S\to g/(4kt^2)\), which no longer depends on \(N_0\). A useful set of delays spans both sides of this time.

### 2. Test on run A

With \(y=S^{-1/2}\), the derivative \(dy/dS=-\tfrac12S^{-3/2}\) gives

\[
\sigma_y=\frac{\sigma_S}{2S^{3/2}} .
\]

At 3 ms, \(y=3681.4^{-1/2}=0.01648\) s\(^{1/2}\) and \(\sigma_y=19.4/(2\times3681.4^{3/2})=4.3\times10^{-5}\) s\(^{1/2}\). In units of \(10^{-3}\) s\(^{1/2}\), the transformed data are:

| \(t\) (ms) | \(y_A\) | \(y_B\) |
|---|---|---|
| 3 | 16.48 ± 0.043 | 26.22 ± 0.113 |
| 4 | 18.50 ± 0.055 | 28.24 ± 0.131 |
| 6 | 22.40 ± 0.081 | 32.14 ± 0.171 |
| 8 | 26.46 ± 0.114 | 36.25 ± 0.222 |
| 12 | 34.32 ± 0.197 | 44.00 ± 0.336 |
| 16 | 42.61 ± 0.312 | 52.11 ± 0.483 |
| 20 | 50.75 ± 0.457 | 61.07 ± 0.693 |

Minimize \(\chi^2=\sum w(y-c-mt)^2\) with \(w=1/\sigma_y^2\). Setting \(\partial\chi^2/\partial c=0\) gives \(c=\bar y-m\bar t\), where bars denote weighted means. Inserting this and setting the derivative with respect to \(m\) to zero gives

\[
m=\frac{\sum w(t-\bar t)(y-\bar y)}{Q},\qquad Q=\sum w(t-\bar t)^2 .
\]

The errors of \(\bar y\) and \(m\) are uncorrelated, because their covariance is proportional to \(\sum w(t-\bar t)=0\). Hence, with \(W=\sum w\),

\[
\sigma_m^2=\frac1Q,\qquad \sigma_c^2=\frac1W+\frac{\bar t^{\,2}}Q,\qquad \mathrm{cov}(c,m)=-\frac{\bar t}{Q}.
\]

For run A, in the units of the table, \(W\approx1130\), \(\bar t\approx4.43\) ms, \(\bar y\approx19.33\) and \(Q\approx6.5\times10^3\). The fit is

\[
c_A=10.49\pm0.06,\qquad m_A=1.996\pm0.012\ \text{per ms}.
\]

It leaves \(\chi^2=2.2\). Seven points and two fitted constants leave 5 degrees of freedom; a correct line would give about 5 on average, and more than 20.5 once in a thousand trials. The data are consistent with a straight line.

A single first-order process has \(S\propto e^{-\lambda t}\), so \(\ln S\) should be linear, with error \(\sigma_S/S\). The weighted line through \(\ln S_A\) gives \(\chi^2\approx1020\), which excludes it.

### 3. What the straight line does not prove

Take preformed pairs with release rate \(\lambda\). Their atoms decay as \(e^{-\lambda t}\), and the molecular flux is half the atom loss. Let a fraction \(p(\lambda)\,d\lambda\) of the atoms have rates near \(\lambda\), with \(p(\lambda)=e^{-\lambda/\beta}/\beta\). Using \(\int_0^\infty\lambda e^{-a\lambda}d\lambda=1/a^2\) with \(a=t+1/\beta\),

\[
S=\frac{gN_0}{2}\int_0^\infty\lambda e^{-\lambda t}p(\lambda)\,d\lambda
=\frac{gN_0}{2}\,\frac{\beta}{(1+\beta t)^2}.
\]

Therefore

\[
S^{-1/2}=\sqrt{\frac{2}{gN_0\beta}}\,(1+\beta t),
\]

which is also a straight line. With \(\beta=2kN_0\) it is the same curve as in part 1. If the surface leaves the plasma in the same state at every speed, run A alone cannot tell the two mechanisms apart, however small its errors.

They respond differently to \(N_0\). For second order, the slope is independent of \(N_0\) and the intercept varies as \(1/N_0\). For the preformed pairs with \(p(\lambda)\) unchanged, slope and intercept both vary as \(N_0^{-1/2}\), so they must change by the same factor. Here \(N_0\) counts only atoms that still have a partner.

The fit to run B gives \(c_B=20.20\pm0.13\) and \(m_B=2.003\pm0.022\) per ms, with \(\chi^2=2.2\). The ratios are

\[
\frac{m_B}{m_A}=1.003\pm0.013,\qquad \frac{c_B}{c_A}=1.925\pm0.017 .
\]

The intercept nearly doubles while the slope stays put. This agrees with second order and excludes the preformed pairs, provided the bombardment leaves \(p(\lambda)\) unchanged.

That proviso matters. For second order, run B is run A seen later: \(S_B(t)=S_A(t+\Delta)\), with

\[
\Delta=\frac{c_B-c_A}{m_A}=\frac{20.20-10.49}{1.996}=4.9\ \text{ms}.
\]

First-order pairs would do the same if the bombardment thinned them by a factor \(e^{-\lambda\Delta}\), removing the fast ones preferentially. For the same reason, lowering \(N_0\) by letting the surface decay for a while tests nothing new. The atoms must be removed in a way that does not sort them by release rate.

### 4. Rate constant and density

From part 1, \(m^2=4k/g\) and \(mc=2/(gN_0)\), so

\[
k=\frac{gm^2}{4},\qquad N_0=\frac{2}{gmc},\qquad 2kN_0=\frac mc .
\]

The last needs no calibration. Converting the slope to seconds, \(m_A=1.996\) s\(^{-1/2}\), and

\[
k=\frac{10^{-12}\times1.996^2}{4}=0.996\times10^{-12}\ \text{cm}^2/\text{s},
\]

\[
N_0=\frac{2}{10^{-12}\times1.996\times0.01049}=9.55\times10^{13}\ \text{cm}^{-2},
\]

\[
2kN_0=\frac{1.996}{0.01049}=190\ \text{s}^{-1}.
\]

The time scale is thus 5.3 ms, inside the range of delays. The statistical errors are 1.2 % for \(k\), 0.3 % for \(N_0\) and 1.2 % for \(2kN_0\). The density is the best determined because \(\delta N_0/N_0=-\delta m/m-\delta c/c\), and the negative covariance makes the two terms partly cancel. In the ratio \(m/c\) they reinforce each other. An error in \(g\) comes on top: \(k\) is proportional to \(g\), and \(N_0\) to \(1/g\).

Run B gives \(k=(1.00\pm0.02)\times10^{-12}\) cm²/s and \(N_0=(4.94\pm0.03)\times10^{13}\) cm\(^{-2}\).

### 5. What can bend or tilt the plot

The data came from numerical integration of repeated turns. Outside the plasma the atoms followed the pair law with \(k=10^{-12}\) cm²/s. Inside it,

\[
\frac{dN}{dt}=s\Gamma\left(1-\frac N{N_s}\right)-rN-2kN^2,
\]

with sticking probability \(s=0.5\), site density \(N_s=10^{14}\) cm\(^{-2}\), and impact removal \(r=0\) in run A and 3940 s\(^{-1}\) in run B. The atom flux is \(\Gamma=n\bar v/4\). For \(n=5\times10^{13}\) cm\(^{-3}\) and the mean speed \(\bar v=6.3\times10^4\) cm/s of O atoms at 300 K, \(\Gamma=7.9\times10^{17}\) cm\(^{-2}\) s\(^{-1}\). The steady densities are 9.54 and \(4.94\times10^{13}\) cm\(^{-2}\), which the fits recover within their errors.

**Refill.** Empty sites fill at the rate \(s\Gamma/N_s=3940\) s\(^{-1}\). At the 3 ms delay the exposure lasts 1.5 ms, nearly six filling times, and incomplete refill raises \(S^{-1/2}\) by 0.05 %. At a 1 ms delay (30000 rpm) the exposure is 0.5 ms and the rise is 2.4 %. Spinning too fast lifts the short-delay end of the plot.

**Viewing window.** The detector sees delays from \(t_1\) to \(t_2\). The mean flux is half the atom loss per unit time, and \(1/N(t_2)-1/N(t_1)=2k(t_2-t_1)\), so

\[
\bar R=\frac{N(t_1)-N(t_2)}{2(t_2-t_1)}=kN(t_1)N(t_2).
\]

For the window used, 0.05 turn, this shifts \(S^{-1/2}\) by less than 0.1 %.

**Background.** Left unsubtracted, 50 counts/s would lower \(S^{-1/2}\) at 20 ms by 5.8 % and bend the plot downward.

**Wall temperature.** Since \(m\propto\sqrt k\), the slope depends on temperature through the recombination barrier. With a prefactor of \(10^{-2}\) cm²/s, a usual order of magnitude for pairs of adsorbed atoms, \(k=10^{-12}\) cm²/s at 300 K means a barrier of 0.60 eV, and a wall 5 K warmer has a slope 21 % larger. A barrier of 0.2 eV would give only 6.5 %, but needs a prefactor near \(2\times10^{-9}\) cm²/s. Bombardment can heat the wall, so a real comparison of the two runs needs the same wall temperature in both. Otherwise the effect of heating could far exceed the 1.3 % statistical error of the slope ratio. With the 0.60 eV barrier, a second-order wall 9 K warmer in run B would show slope and intercept both about 40 % above those of run A. The preformed pairs predict nearly the same, a rise of 39 % in each, for the model's density ratio of 1.93 if pairs are removed whole. If single atoms are knocked off at random, some partners are left alone, the density of pairs falls further, and the predicted change is larger still.

**Slow hopping.** If atoms react at every meeting but move slowly, each reaction depletes its neighbourhood and mean field fails. In the pair law, \(N\) halves after \(1/(2kN_0)\) and halves again after twice that time. A simulation on a square lattice of 1500 × 1500 sites, one tenth filled, gave about 2.4 for this ratio with hops to neighbouring sites, and 2.01 when each hop was replaced by placing all atoms at random. Yet with the hopping decay scaled to match run A's fall in density at 20 ms, \(S^{-1/2}\) at the seven delays departed by at most 1.2 %, simulation noise included, from a line fitted with equal relative weights. A plot that looks straight at the percent level is thus weak evidence that the atoms are well mixed. Run A is more precise than that at short delays. Weighted with its counting errors, a smoothed hopping decay departs from the line by about 2 % and leaves \(\chi^2\) of roughly 20 to 30, so the bend would usually show, and the fitted \(N_0\) would be about 10 % low.

**The real case.** The gas values are meant as roughly typical of an inductively coupled oxygen plasma near 10 mTorr. The surface values \(k\), \(s\) and \(N_s\) are round numbers for a model wall, not those of a particular material. In run B the ions remove \(rN=1.9\times10^{17}\) atoms per cm² and second. At one atom per singly charged ion this takes 31 mA/cm², a very strong bombardment, chosen to make the change in \(N_0\) large. With 100 eV per ion it would bring the wall about 0.8 W/cm² averaged over a turn, so a real wall would need cooling. The model wall recombines \(2kN_0^2/\Gamma=0.023\) of the incident atoms when judged by its dark reaction at the exit; real values vary by orders of magnitude with material and surface condition. Two assumptions deserve particular care. One is that each molecule leaves as soon as it forms. If molecules stayed on the wall for 0.5 ms on average, both in the plasma and outside it, run A's plot would remain straight within its errors, but the fitted \(N_0\) would be 12 % too high. The other is a single \(k\), since real walls offer sites of different binding. Variation 2 treats the simplest case, two kinds of patch.

## Variations

### Variation 1: could the reaction be third order?

For \(dN/dt=-\kappa N^n\) with \(n>1\), the derivative of \(N^{1-n}\) is \((n-1)\kappa\), so \(N^{1-n}\) is linear in \(t\). As \(S\propto N^n\), the linear quantity is \(S^{-(n-1)/n}\). For \(n=3\) this is \(S^{-2/3}=y^{4/3}\).

From run A at 3, 8 and 20 ms, \(y^{4/3}\) is 41.9, 78.8 and 187.9 in units of \(10^{-4}\) s\(^{2/3}\). The slopes of the two segments are

\[
\frac{78.8-41.9}{5}=7.4,\qquad \frac{187.9-78.8}{12}=9.1\ \text{per ms}.
\]

They differ by 1.7, with a propagated error of 0.2, so third order fails. The same three points of \(y\) itself give slopes of 2.00 and 2.02 per ms, a difference of 0.03 with an error of 0.05.

### Variation 2: a wall with unequal patches

Let patches with area fractions \(f_i\) and constants \(k_i\) start at the same \(N_0\), without exchanging atoms. Then \(S=\sum a_ix_i^{-2}\), with \(a_i=gf_ik_iN_0^2\), \(x_i=1+b_it\) and \(b_i=2k_iN_0\). Differentiating \(y=S^{-1/2}\) twice,

\[
y''=\tfrac34S^{-5/2}S'^2-\tfrac12S^{-3/2}S'' .
\]

Insert \(S'=-2\sum a_ib_ix_i^{-3}\) and \(S''=6\sum a_ib_i^2x_i^{-4}\):

\[
y''=3S^{-5/2}\left[\Big(\sum a_ib_ix_i^{-3}\Big)^2-\sum a_ix_i^{-2}\sum a_ib_i^2x_i^{-4}\right]\le0
\]

by the Cauchy–Schwarz inequality. The plot bends downward unless all \(k_i\) are equal.

Reading \(k\) from the local slope as \(gm^2/4\) gives \(\langle k^2\rangle^2/\langle k\rangle^3\) at \(t=0\) and \(1/\langle1/k\rangle\) at long delay, with averages over area. For two equal areas with \(k_1=\sqrt{10}\,k\) and \(k_2=k/\sqrt{10}\), \(\langle k\rangle=1.74k\), \(\langle k^2\rangle=5.05k^2\) and \(\langle1/k\rangle=1.74/k\). The apparent constant falls from \(4.8k\) to \(0.57k\). With run A's \(N_0\), \(k\), delays and counting errors, a line fitted to the noise-free signal of this wall leaves \(\chi^2\approx230\). Such a tenfold spread would be plain in the data. A twofold spread, \(k_1=\sqrt2\,k\) and \(k_2=k/\sqrt2\), leaves only \(\chi^2\approx3\) and would usually pass unnoticed, yet the fitted constant lies 5 % below the area mean. That is four times its statistical error, so a good fit does not guarantee that \(k\) is as accurate as its error bar suggests.
